# Berry-phase piezoelectric response of a strained Rice–Mele chain

## Problem

A chain has cell length $a$ and two sites per cell. Site A has energy $+\Delta$ and reduced position $0$; site B has energy $-\Delta$ and reduced position $1/2$. Reduced positions are measured in units of $a$. The hopping amplitudes are $-(t+\delta)$ within a cell and $-(t-\delta)$ from B to the next A, with $t>|\delta|$. Two electrons per cell, one for each spin, fill the lower band, and each site carries a core charge $+e$, with $e>0$. A strain $\varepsilon$ changes $a$ and the dimerization $\delta$, with $g=d\delta/d\varepsilon$, but leaves $t$, $\Delta$ and the reduced positions fixed.

Find $dP/d\varepsilon$, where $P$ is the dipole per length. Show that it vanishes at $\Delta=0$, and state the conditions for this.

## A tempting solution

With the phase of each orbital set by its position, the Bloch Hamiltonian has

$$H_{AB}=-(t+\delta)e^{ik/2}-(t-\delta)e^{-ik/2}=-2t\cos\tfrac k2-2i\delta\sin\tfrac k2 .$$

Its energies are $\pm E$, where

$$E^2=\Delta^2+4t^2\cos^2\tfrac k2+4\delta^2\sin^2\tfrac k2 .$$

In the lower state $\langle\sigma_z\rangle=-\Delta/E$. Thus the occupation of B per spin is $n_B=(1+\mu)/2$, where

$$\mu=\frac1{2\pi}\int_0^{2\pi}\frac{\Delta}{E}\,dk .$$

The net charge of B is $e(1-2n_B)=-e\mu$, and that of A is $+e\mu$. Since B lies $a/2$ to the right of A, the cell dipole is $-e\mu a/2$, which suggests $P=-e\mu/2$. From $\partial E/\partial\delta=4\delta\sin^2(k/2)/E$,

$$\frac{\partial\mu}{\partial\delta}=-\frac{2\Delta\delta}{\pi}J_s,\qquad J_s=\int_0^{2\pi}\frac{\sin^2(k/2)}{E^3}dk,$$

and therefore

$$\left(\frac{dP}{d\varepsilon}\right)_{\rm tempting}=\frac{eg\Delta\delta}{\pi}J_s .$$

This vanishes at $\Delta=0$, as required, but it is wrong.

## The fault

Pair each A with the B on its left instead. The charges are unchanged, but the dipole and the supposed response reverse sign. A bulk response cannot depend on that choice.

Let $I_1$ be the current from A to B within a cell, and $I_2$ the current from B to the next A. Charge conservation gives $\dot Q_B=I_1-I_2$. Each bond spans half a cell, so the polarization current is

$$\dot P=\frac{I_1+I_2}{2}.$$

The tempting solution used $\dot Q_B/2=(I_1-I_2)/2$. Site charges determine the difference of the two currents, not their sum. The missing information is the charge passing through the whole chain, and it must be found from the wave functions.

## The right solution

**Current during a slow change.** Let $s$ be the electron centre in reduced coordinates. The velocity operator for the reduced coordinate is $(1/\hbar)\partial_kH$: a hop between positions $x_i$ and $x_j$ carries the phase $e^{ik(x_j-x_i)}$, whose derivative supplies the factor $i(x_j-x_i)$ of the commutator $i[H,x]$.

Let $v$ and $c$ be the lower and upper states, and let a parameter $\lambda$ change slowly. Write the evolving state, apart from a phase, as $|v\rangle+b|c\rangle$. To first order in $\dot\lambda$, projection of the Schrödinger equation on $c$ gives

$$i\hbar\dot\lambda\langle c|\partial_\lambda v\rangle=2E\,b .$$

Differentiating $H|v\rangle=-E|v\rangle$ and projecting on $c$ gives $\langle c|\partial_\lambda v\rangle=-\langle c|\partial_\lambda H|v\rangle/(2E)$. Hence

$$b=-\frac{i\hbar\dot\lambda}{4E^2}\langle c|\partial_\lambda H|v\rangle .$$

The ordinary band velocity integrates to zero over the zone. The cross term $2\,{\rm Re}[b\langle v|\partial_kH|c\rangle]/\hbar$ leaves

$$\frac{ds}{d\lambda}=\frac1{2\pi}\int_0^{2\pi}
\frac{2\,{\rm Im}[\langle v|\partial_kH|c\rangle\langle c|\partial_\lambda H|v\rangle]}{4E^2}\,dk. \tag{1}$$

**Connection with the Berry phase.** Define $\phi=i\int_0^{2\pi}\langle v|\partial_kv\rangle dk$. Differentiate with respect to $\lambda$ and integrate the term containing $\partial_k\partial_\lambda v$ by parts. The end terms cancel because the phase factors joining $k=0$ to $k=2\pi$ depend on the fixed site positions, not on $\lambda$. This gives

$$\partial_\lambda\phi=2\int_0^{2\pi}{\rm Im}\langle\partial_kv|\partial_\lambda v\rangle\,dk .$$

Inserting $|v\rangle\langle v|+|c\rangle\langle c|$ between the two derivatives, the $v$ part is a product of two imaginary numbers, hence real, and drops out. The $c$ part is the integrand of (1). Thus $ds/d\lambda=(1/2\pi)\partial_\lambda\phi$.

**The two-level product.** Write $H=\mathbf d\cdot\boldsymbol\sigma$. Since $H_{AB}=d_x-id_y$,

$$\mathbf d=(-2t\cos\tfrac k2,\;2\delta\sin\tfrac k2,\;\Delta).$$

For $A=\mathbf a\cdot\boldsymbol\sigma$ and $B=\mathbf b\cdot\boldsymbol\sigma$, use $AB=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$ and $\langle v|\boldsymbol\sigma|v\rangle=-\mathbf d/E$. Replacing $|c\rangle\langle c|$ by $1-|v\rangle\langle v|$ subtracts a real number, so

$${\rm Im}[\langle v|A|c\rangle\langle c|B|v\rangle]=-\frac{\mathbf d\cdot(\mathbf a\times\mathbf b)}E .$$

Equation (1) becomes

$$\frac{ds}{d\lambda}=-\frac1{2\pi}\int_0^{2\pi}\frac{\mathbf d\cdot(\partial_k\mathbf d\times\partial_\lambda\mathbf d)}{2E^3}\,dk. \tag{2}$$

For $\lambda=\delta$,

$$\partial_k\mathbf d=(t\sin\tfrac k2,\delta\cos\tfrac k2,0),\qquad
\partial_\delta\mathbf d=(0,2\sin\tfrac k2,0).$$

Their cross product is $(0,0,2t\sin^2(k/2))$, and the triple product is $2\Delta t\sin^2(k/2)$. Thus $ds/d\delta=-\Delta tJ_s/(2\pi)$. Two electrons of charge $-e$ move in each cell. Stretching the length at fixed reduced positions does not alter dipole divided by length, and the cores add nothing. Therefore

$$\boxed{\frac{dP}{d\varepsilon}=-2eg\frac{ds}{d\delta}=\frac{eg\Delta t}{\pi}J_s.} \tag{3}$$

The tempting answer is this result times $\delta/t$: smaller in magnitude, and of the wrong sign when $\delta<0$. For $\Delta,g>0$, strengthening the bond within the cell, which lies to the left of B, pulls the pair leftward. For $\delta>0$ the pair moves from B towards the middle of that bond; for $\delta<0$ it moves back towards B from the other bond. Negative charge moving left makes $P$ rise.

**Closed form.** Put $x=k/2$, $M^2=\Delta^2+4t^2$, $m=4(t^2-\delta^2)/M^2$ and $D=1-m\sin^2x$, so that $E^2=M^2D$. Define $K=\int_0^{\pi/2}D^{-1/2}dx$ and $\mathcal E=\int_0^{\pi/2}D^{1/2}dx$. Direct differentiation gives

$$m\frac{d}{dx}\frac{\sin x\cos x}{\sqrt D}=\sqrt D-\frac{1-m}{D^{3/2}} .$$

The left side integrates to zero, so $\int_0^{\pi/2}D^{-3/2}dx=\mathcal E/(1-m)$. With $\sin^2x=(1-D)/m$,

$$J_s=\frac4{M^3}\int_0^{\pi/2}\frac{\sin^2x}{D^{3/2}}dx
=\frac{4[\mathcal E-(1-m)K]}{M^3m(1-m)} .$$

## Zero on-site energy

The smallest $E$ is $G=\sqrt{\Delta^2+4\delta^2}$, reached at $k=\pi$. If $\Delta=0$ and $\delta\ne0$, the gap is open, $J_s$ is finite, and (3) vanishes.

Symmetry gives the reason. Inversion about the middle of an A–B bond exchanges equivalent sites and sends $s$ to $1/2-s$, modulo 1. Hence $s$ is $1/4$ or $3/4$: the pair is centred on one of the two bonds. A continuous change that preserves inversion and the gap cannot move it between these values.

Three conditions matter.

1. **The gap must stay open.** At $\Delta=\delta=0$ the chain is metallic and (1) does not apply.

2. **Strain must not create $\Delta$.** For $\lambda=\Delta$ the triple product in (2) is $-2t\delta$. This adds $-(e/\pi)t\delta(J_s+J_c)\,d\Delta/d\varepsilon$ to the response, where $J_c$ has $\cos^2(k/2)$ in place of $\sin^2(k/2)$. It need not vanish at $\Delta=0$. Inversion symmetry forbids such a $d\Delta/d\varepsilon$.

3. **If the sites move, the cores must be equal.** Put B at $1/2+u$ and let its core charge be $Z_Be$, with $Z_A+Z_B=2$. The shift adds $e(Z_B-2n_B)u=e(Z_B-1-\mu)u$ to $P$, hence $e(Z_B-1-\mu)u'-e\mu'u$ to the response, with primes for strain derivatives. At $\Delta=\Delta'=0$, $e(Z_B-1)u'$ remains, which is zero for equal cores.

## The limit of a small gap

For $|\Delta|,|\delta|\ll t$, the region near $k=\pi$ dominates. With $q=k-\pi$, $E^2\approx G^2+t^2q^2$ and $\sin^2(k/2)\approx1$. Since $\int_{-\infty}^{\infty}(G^2+t^2q^2)^{-3/2}dq=2/(tG^2)$,

$$\frac{dP}{d\delta}\approx\frac{2e\Delta}{\pi(\Delta^2+4\delta^2)} . \tag{4}$$

At fixed $\delta$ this is linear in small $\Delta$ and largest in magnitude at $|\Delta|=2|\delta|$. Integrated over $|\delta|<w$, it gives $(2e/\pi)\arctan(2w/\Delta)$, which tends to $e$ as $\Delta\to0^+$. The response vanishes at each fixed nonzero $\delta$, while its weight gathers at $\delta=0$. That weight is the transfer of two electrons by half a cell, from one bond to the other. For $w=0.1$ eV and $t=2.5$ eV, integration of (3) gives $0.238e$, $0.844e$ and $0.984e$ at $\Delta=0.5$, $0.05$ and $0.005$ eV.

## A conjugated chain

Take rough values for a carbon chain of polyacetylene type, with alternating side groups supplying $\Delta$: $t=2.5$ eV, $\delta=0.35$ eV, $\Delta=0.5$ eV and $a=0.245$ nm. The slope $g=1$ eV per unit strain is a chosen round value, and (3) is proportional to it. The full gap is $2G=1.72$ eV and $J_s=1.0488\ {\rm eV^{-3}}$, so

$$\frac{dP}{d\varepsilon}=\frac{1\times0.5\times2.5\times1.0488}{\pi}e=0.417e .$$

The tempting formula gives $0.14\times0.417e=0.058e$. Two independent calculations, one from a discrete Berry phase and one from the dipole difference of open chains of 90 and 60 cells, both give $0.41729e$, in agreement with (3). Equation (4) gives $0.430e$, 3% above (3). At this $\delta$ the largest response is $0.437e$, at $\Delta=0.67$ eV; (4) places it at $0.70$ eV.

For parallel, equally oriented chains with $0.16\ {\rm nm^2}$ each, the result is $42\ \mu{\rm C/cm^2}$ per unit strain, or $0.42\ \mu{\rm C/cm^2}$ at 1% strain in the linear law. Common lead zirconate titanate ceramics reach roughly 1500 to $2300\ \mu{\rm C/cm^2}$ per unit strain. Real samples may break the assumption of equal orientation. Reversing a chain reverses its response, so a reversed fraction $f$ multiplies the total by $1-2f$, which is zero at $f=1/2$.

Other neglected effects can be sized for the same numbers:

- **Bond geometry.** Let hopping fall linearly with bond length along the axis, by $\alpha=41$ eV/nm (rough). Then $t'=-\alpha a/2=-5.02$ eV. The two bond lengths give $\delta=-\alpha au$, so $u=-0.035$; differentiating with $a'=a$ gives $u'=-(g-\delta)/(\alpha a)=-0.065$. The hopping change contributes $-0.019e$ and the site shift $+0.009e$. These do not simply add: with B displaced by $u$, the change of $t$ also alters $\mu$, and the term $-e(\partial\mu/\partial t)\,t'u$ supplies a further $+0.010e$. Evaluated together they give $0.416e$. With $\Delta=0$ but core charges 0 and 2, this $u'$ alone gives $-0.065e$.
- **Repulsion.** An on-site repulsion of 4 eV (rough), treated in Hartree mean field with $\Delta=0.5$ eV at zero strain, makes $\Delta'=0.136$ eV and changes the response by $-0.042e$, about $-10\%$, if only $\delta$ changes. The sign depends on that assumption. The fall of $t$ in the previous item raises $\mu$ more than the growth of $\delta$ lowers it; with the bond geometry included, $\Delta'=-0.186$ eV and the change is $+0.056e$, about $+13\%$. Correlation beyond mean field is not included and may be larger than either figure: with only $\delta$ changing and the same bare on-site energy, 0.90 eV, exact ground states of rings of three and four cells give $0.13e$ and $0.18e$, not yet converged in size, against $0.375e$ in mean field.
- **Zero-point motion.** A phonon energy of 0.18 eV and a unit mass of 13 u (both rough) give an rms displacement of 0.0030 nm per site. Treated as frozen, independent disorder in the hopping, it multiplies the response by $1.032\pm0.007$ (standard error).
- **Finite strain.** At 1% strain the mean slope is 1.9% below the linear value, because $\delta$, and with it the denominator in (4), grows.
- **Heat and field.** The factor $e^{-G/k_BT}$ is $4\times10^{-15}$ at 300 K. Equation (3) is the response at zero field, as with short-circuited electrodes. With open circuit, the strained chains produce a field that polarizes their own electrons the other way. For area $A$ per chain, second-order perturbation theory gives these electrons the susceptibility $$\chi=\frac{e^2a}{\epsilon_0A}\,\frac1{2\pi}\int_0^{2\pi}\frac{|\langle c|\partial_kH|v\rangle|^2}{2E^3}\,dk\approx10 .$$ Counting only these electrons, with the lattice held fixed, the relative permittivity along the chains is $1+\chi\approx11$, and the net polarization is only about 1/11 of the zero-field value. At 1% strain the field is $F\approx0.43$ MV/cm. The Landau–Zener probability for one passage through the zone, $\exp[-\pi G^2/(eFa\sqrt{t^2-\delta^2})]$, has exponent about $-90$, so tunnelling is negligible in this model. A static field also displaces the sites: with the $\alpha$, mass and phonon energy above, the dimerization mode carries a dynamical charge of about $4.4e$ in magnitude and adds about 1.8 to the permittivity, which gives about 13, a field near 0.37 MV/cm and an exponent near $-104$. The numerical output lists instead the case of relative permittivity 3, which leaves out most of this screening and gives 1.6 MV/cm and exponent $-24$. The exponent is thus very sensitive to the permittivity. As a test of the Landau–Zener formula, evolution through one zone with $t=1$, $\delta=0.03$, $\Delta=0.05$ in a common energy unit, and a field chosen for exponent $-1.5$, gave 0.2230 against 0.2231.

Of the electronic and lattice corrections to the zero-field response sized here for equal cores, repulsion is the largest and the least certain: the corrections do not add independently, and the sign of the Hartree term depends on how $t$ changes. Interchain coupling and moving-lattice effects beyond frozen disorder remain outside these estimates. The numerical output lists most of these values, each correction taken for the case stated there.

## Computed results

```
Mean hopping t = 2.50 eV
Dimerization d = 0.35 eV
On-site energy D = 0.50 eV
Dimerization slope g = 1.00 eV per unit strain
Cell length = 0.245 nm; area per chain = 0.16 nm^2
Full band gap = 1.7205 eV
Sine integral J_s = 1.04876 eV^-3
Cosine integral J_c = 0.06912 eV^-3
Response, closed formula = 0.41729 e per unit strain
Response, Berry phase = 0.41729 e per unit strain
Response, open chain = 0.41729 e per unit strain
Response, near-gap law = 0.43015 e per unit strain
Response, parallel chains = 41.79 uC/cm^2 per unit strain
Linear P change at 1.0% strain = 0.4179 uC/cm^2
D (eV), formula, Berry-phase response (e per unit strain):
  0.00  0.00000  0.00000
  0.05  0.06342  0.06342
  0.20  0.23532  0.23532
  0.50  0.41729  0.41729
  1.00  0.40201  0.40201
  2.00  0.24277  0.24277
Largest response = 0.43693 e at D = 0.6737 eV
D (eV), polarization weight within |d| < 0.1 eV (e):
  0.500  0.23828
  0.050  0.84352
  0.005  0.98404
Hopping-length slope = 41.0 eV/nm
Internal shift u = -0.03484; its strain slope = -0.06471
Mean-hopping slope = -5.0225 eV per unit strain
Mean-hopping correction = -0.01934 e per unit strain
Internal-shift correction = 0.00891 e per unit strain
Response with both corrections = 0.41649 e per unit strain
D=0, core charges 0 and 2: response = -0.06471 e
Hartree U = 4.0 eV; induced D slope = 0.13637 eV
Hartree correction = -0.04246 e per unit strain
Phonon energy = 0.18 eV; unit mass = 13 u
Zero-point rms displacement = 0.00299 nm
Frozen-disorder/clean response = 1.0321
  standard error of this ratio = 0.0070
Finite-strain/linear response = 0.98102
Thermal factor at 300 K = 3.54e-15
Open-circuit field, eps_r=3.0 = 1.5731 MV/cm
Tunnelling exponent in that field = 24.37
Tunnelling test, evolution = 0.2230; formula = 0.2231
Largest open-chain test error = 3.2e-08 e
Largest Berry-phase test error = 3.4e-07 e
```
